# What does a flat-band shift say about the charge in an oxide?

**Question**

I am working through a model MOS capacitor with a metal gate, a 20 nm oxide of relative permittivity 4 and a p-type semiconductor. The oxide capacitance is 177.1 nF/cm². Compared with the same device without oxide charge, the flat-band voltage is shifted by −0.9048 V. I multiplied the size of the shift by the oxide capacitance, divided by the elementary charge and got $10^{12}$ cm⁻². I took this to be the number of positive charges in the oxide per unit area.

A friend says that this is not the total, that charge sitting at the gate would not show up at all, and that very different distributions could give the same shift. How can charge inside the capacitor have no effect? If distributions can look the same, would the full capacitance–voltage curve tell them apart, or would anything else?

**Answer**

Your friend is right about the shift. The arithmetic you did is also right, but the number it gives is not a count of the charge. To see what it is, follow the voltage across the oxide.

**Setting up the voltage balance**

Let $x$ be the distance from the gate face, so that the oxide occupies $0<x<t$ and the semiconductor begins at $x=t$. I assume that

- everything varies along $x$ alone;
- the oxide has one permittivity $\varepsilon$;
- the gate is an ideal metal, with its charge on its surface;
- the semiconductor is uniformly doped;
- the oxide charge density $\rho(x)$ is fixed, whatever the gate voltage.

A charge sheet may lie right at the oxide–semiconductor interface. I count it as oxide charge and write $t^+$ for a point just beyond it.

Let $Q_s$ be the semiconductor charge per area and $\psi_s$ the potential at the semiconductor surface, measured from the neutral bulk. Gauss's law says that the displacement $D$ increases along $x$ by the charge passed. Deep in the semiconductor $D=0$, so $0-D(t^+)=Q_s$, or

$$D(t^+)=-Q_s .$$

Going back from $t^+$ to a point $x$ in the oxide removes the charge in between:

$$D(x)=-Q_s-\int_x^{t^+}\rho(x')\,dx' .$$

The field is $D/\varepsilon$, and its integral from the gate to the interface is the potential drop across the oxide:

$$V_{ox}=\int_0^t\frac{D(x)}{\varepsilon}\,dx=-\frac{Q_s t}{\varepsilon}-\frac1\varepsilon\int_0^t dx\int_x^{t^+}\rho(x')\,dx' .$$

Now exchange the order of the double integral. A charge at $x'$ is included for every $x$ between 0 and $x'$, a range of length $x'$. The double integral is therefore the first moment of the charge about the gate,

$$M=\int_0^{t^+}x'\rho(x')\,dx' .$$

With $C_{ox}=\varepsilon/t$, the drop is $V_{ox}=-Q_s/C_{ox}-M/\varepsilon$. The gate voltage $V_G$ supplies this drop, the surface potential $\psi_s$ and the work-function difference $\phi_{ms}$ between gate and semiconductor:

$$V_G=\phi_{ms}+\psi_s-\frac{Q_s(\psi_s)}{C_{ox}}-\frac{M}{\varepsilon}.$$

Flat band means $\psi_s=0$, and then the semiconductor is neutral everywhere, so $Q_s=0$. Hence $V_{FB}=\phi_{ms}-M/\varepsilon$. Without oxide charge it would be $\phi_{ms}$, and the shift is

$$\Delta V_{FB}=-\frac{M}{\varepsilon}=-\frac1\varepsilon\int_0^{t^+}x\,\rho(x)\,dx .$$

Positive charge gives a negative shift. The doping type does not enter this sign, since the semiconductor is neutral at flat band.

**Why charge at the gate drops out**

The whole device is neutral, so the gate charge is $Q_G=-Q_s-Q_{ox}$, where $Q_{ox}=\int\rho\,dx$ is the total oxide charge per area. At flat band this becomes $Q_G=-Q_{ox}$: the gate supplies all the compensating charge. A sheet $\sigma$ at distance $x$ and its partner $-\sigma$ on the gate form a parallel-plate pair. The field between them has magnitude $|\sigma|/\varepsilon$ and extends over the length $x$, so the pair produces a voltage of magnitude $|\sigma|x/\varepsilon$. As the sheet approaches the gate, its charge remains but the gap closes, and the voltage goes to zero.

The word "at" has to be taken strictly. A sheet of $10^{12}$ cm⁻² placed 1 nm from the gate shifts flat band by −0.0452 V. At the interface, 20 times as far away, it gives −0.9048 V. Shifts computed at five distances from the full nonlinear Poisson equation lie on a straight line that extrapolates to zero at the gate.

The same weighting appears if you keep the gate voltage fixed instead of readjusting it to flat band. Suppose the semiconductor surface is so easily charged that $\psi_s$ hardly moves, as in the limit of strong accumulation. In the voltage balance, adding a sheet $\sigma$ at $x$ must then leave $Q_s/C_{ox}+M/\varepsilon$ unchanged, so

$$\delta Q_s=-\frac{C_{ox}}{\varepsilon}\,\sigma x=-\frac{x}{t}\,\sigma ,\qquad \delta Q_G=-\Big(1-\frac{x}{t}\Big)\sigma .$$

A sheet near the gate is compensated almost entirely by the gate, and the semiconductor barely notices it.

**What your $10^{12}$ cm⁻² means**

Your conversion, with $q$ the elementary charge, is

$$N_{eff}=-\frac{C_{ox}\,\Delta V_{FB}}{q}=\frac{1}{q}\int_0^{t^+}\frac{x}{t}\,\rho(x)\,dx .$$

With your numbers,

$$N_{eff}=\frac{(1.771\times10^{-7}\ \mathrm{F/cm^2})(0.9048\ \mathrm V)}{1.602\times10^{-19}\ \mathrm C}=1.00\times10^{12}\ \mathrm{cm^{-2}} .$$

This is the density that would produce the observed shift if it all sat at the interface. Four positive distributions that share this value are:

- a sheet of $1\times10^{12}$ cm⁻² at the interface, with weight $x/t=1$;
- a sheet of $2\times10^{12}$ cm⁻² in the middle, with weight 1/2;
- a uniform distribution totalling $2\times10^{12}$ cm⁻², with average weight 1/2;
- a ramp totalling $N=3\times10^{12}$ cm⁻², highest at the gate and falling to zero at the interface.

The ramp has number density $n(x)=(2N/t)(1-x/t)$. Its mean position is

$$\frac1N\int_0^t x\,n(x)\,dx=\frac2t\left(\frac{t^2}{2}-\frac{t^2}{3}\right)=\frac t3 ,$$

so its average weight is 1/3, and $3\times\tfrac13=1$. The Poisson solutions give a shift of −0.905 V for all four, although the totals differ by up to a factor of three.

If all the charge has one sign, then $x/t\le1$ makes $|N_{eff}|$ a lower bound on the total number density. Your device therefore holds at least $10^{12}$ positive charges per cm². Negative charges would not weaken this statement: they oppose the observed shift, so even more positive charge would be needed to produce it.

With both signs present, however, the shift no longer limits the net charge, and either can vanish without the other. Put $+2\times10^{12}$ cm⁻² in the middle and $-1\times10^{12}$ cm⁻² at the interface. The net charge is $+1\times10^{12}$ cm⁻², but the weighted sum is $2\times\tfrac12-1=0$ and there is no shift. Conversely, $-1\times10^{12}$ cm⁻² in the middle and $+1\times10^{12}$ cm⁻² at the interface have zero net charge. Their weighted sum is $1-\tfrac12=\tfrac12$, in units of $10^{12}$ cm⁻², and the shift is −0.4524 V.

**Does the full capacitance curve help?**

Under the assumptions above, it does not. Move the constants in the voltage balance to the left:

$$V_G-V_{FB}=\psi_s-\frac{Q_s(\psi_s)}{C_{ox}} .$$

In equilibrium $-Q_s$ increases with $\psi_s$, so the right side is an increasing function and each value of $V_G-V_{FB}$ fixes one $\psi_s$. Two devices with the same $M$ have the same semiconductor state at every gate voltage.

Now apply a small change $\delta V_G$. The fixed charge does not respond, so $\delta Q_G=-\delta Q_s$. Write $\delta Q_s=-C_s\,\delta\psi_s$, where $C_s$ is the capacitance of the semiconductor in that state. The voltage balance gives

$$\delta V_G=\delta\psi_s+\frac{C_s}{C_{ox}}\,\delta\psi_s ,$$

and therefore

$$C=\frac{\delta Q_G}{\delta V_G}=\frac{C_s}{1+C_s/C_{ox}} .$$

No further property of $\rho$ enters. The curve keeps its shape and moves along the voltage axis by $\Delta V_{FB}$. The same argument covers a high-frequency curve if $C_s$ is the response at that frequency and the semiconductor is in the same state. The numerical comparison was made for the quasi-static curve, in which the carriers follow the change.

At a gate voltage of −0.8 V, measured from $\phi_{ms}$, the charge-free device has 166.8 nF/cm², while all four charged devices have 138.3 nF/cm². Over the sampled voltages, their curves agree with the displaced charge-free curve to within a relative difference of $1.5\times10^{-5}$.

**What can tell the distributions apart**

Equal moments do not make the devices physically identical. At flat band, the field just inside the oxide at the gate is

$$E(0^+)=\frac{Q_G}{\varepsilon}=-\frac{Q_{ox}}{\varepsilon},$$

which depends on the total charge. It is −0.0452 V/nm for the interface sheet and −0.1357 V/nm for the ramp, three times as large. A measurement sensitive to this field could separate those two. The field alone would not separate the middle sheet from the uniform distribution, because both have the same total and both give −0.0905 V/nm.

A second thickness can separate them. Suppose the oxide is thinned from the gate side to a remaining thickness $s$ and a new gate with the same work function is applied, without disturbing the remaining charge. The new gate plane is at $x=t-s$, and distances must be measured from there:

$$\Delta V_{FB}(s)=-\frac1\varepsilon\int_{t-s}^{t^+}(x-t+s)\,\rho(x)\,dx .$$

At $s=15$ nm the four shifts are no longer equal. From the original device, $10^{12}$ cm⁻² gives $0.9048/20=0.04524$ V per nm of distance from the gate. The interface sheet is now 15 nm from the gate and gives $-15\times0.04524=-0.679$ V. The middle sheet is 5 nm away with twice the charge, which gives $-2\times5\times0.04524=-0.452$ V. The uniform distribution has lost a quarter of its charge. The remaining $1.5\times10^{12}$ cm⁻² has a mean distance of 7.5 nm and gives $-1.5\times7.5\times0.04524=-0.509$ V. The ramp gives −0.382 V.

A series of thicknesses yields more. Differentiate $\Delta V_{FB}(s)$ with respect to $s$. The moving lower limit contributes nothing, because the factor $x-t+s$ vanishes there, and the derivative of that factor is 1. Thus

$$-\varepsilon\frac{d\Delta V_{FB}}{ds}=\int_{t-s}^{t^+}\rho(x)\,dx ,\qquad -\varepsilon\frac{d^2\Delta V_{FB}}{ds^2}=\rho(t-s).$$

The second formula holds where the density is continuous. The slope gives the remaining charge and the curvature gives the density at the new gate plane. An unknown but constant $\phi_{ms}$ does no harm, since it disappears on differentiation.

For the ramp, shifts at 9.5, 10.0 and 10.5 nm give a remaining charge of $7.506\times10^{11}$ cm⁻², against the true $7.500\times10^{11}$ cm⁻². The small excess comes from the finite thickness step. For this ramp the shift is proportional to $s^3$, and with a step $\delta$

$$\frac{(s+\delta)^3-(s-\delta)^3}{2\delta}=3s^2+\delta^2 .$$

The relative excess over the true slope $3s^2$ is $\delta^2/(3s^2)=0.25/300\approx8\times10^{-4}$, as found. The curvature gives $1.500\times10^{18}$ cm⁻³, which agrees with the true density to the digits shown. This agreement uses noise-free shifts. The second difference behind the curvature is only $0.15\times0.5^2\times0.04524\ \mathrm V\approx1.7$ mV, because the density is $0.15\times10^{12}$ cm⁻² per nm. Independent errors of 1 mV in each shift would give $\sqrt6\approx2.4$ mV and swamp it. The slope rests on a difference of 34 mV and would be off by only about 4 %. In practice the curvature needs larger steps or a fit over many thicknesses.

**When the simple moment is not enough**

If the insulator has layers of different permittivity, keep $\varepsilon(x)$ inside the integral for the voltage drop. Exchanging the order of integration as before gives

$$\Delta V_{FB}=-\int_0^{t^+}\rho(x)\left[\int_0^x\frac{dx'}{\varepsilon(x')}\right]dx .$$

Charge at the gate still has zero weight, but equal first moments no longer guarantee equal shifts. Let the 10 nm next to the gate have relative permittivity 20 and the other 10 nm keep the value 4. The gate-side layer then counts as $10\times4/20=2$ nm of the original oxide. The interface sheet has an equivalent distance of 12 nm and gives $-12\times0.04524=-0.543$ V. The middle sheet, with twice the charge at an equivalent 2 nm, gives $-2\times2\times0.04524=-0.181$ V.

The other assumptions matter as well:

- **Traps that change their charge with bias.** Then $M$ depends on $\psi_s$, and different points of the curve move by different amounts. If the traps follow the measuring signal, they also add to the capacitance at a given surface potential. At a given gate voltage the capacitance can still be lower than without traps, because the curve is stretched along the voltage axis.
- **Charge that varies along the interface.** If the patches are wide enough to act as separate capacitors in parallel, the measured curve is a sum of curves with different shifts. In general it does not have the shape of a single shifted curve. Even without patches, real fixed charges are discrete. At $10^{12}$ cm⁻² they lie about 10 nm apart, which is comparable to the oxide thickness and to the Debye length (13 nm at $10^{17}$ cm⁻³). Randomly placed charges make the potential in the semiconductor fluctuate along the interface, and more strongly the closer they are to it. A linear-screening estimate at flat band, 2 nm inside the semiconductor, gives an rms fluctuation of about $1.7\,kT/q$ for the interface sheet and $0.7\,kT/q$ for the middle sheet. The identical curves found above belong to charge smeared uniformly in the plane, and in a real device equal moments need not give exactly equal curve shapes.
- **A gate that is not an ideal metal.** If its compensating charge lies on average a depth $d$ behind the gate face, in a material of permittivity $\varepsilon_g$, a sheet on that face acquires the weight $d/\varepsilon_g$ instead of zero.

For your device, then, the shift establishes an interface-equivalent density of $1.0\times10^{12}$ cm⁻². To call this the total charge you need separate evidence that the charge lies at the interface. The numerical output below lists the computed cases.

## Numbers as computed

```
oxide thickness 20.0 nm, temperature 300 K
relative permittivity: oxide 4.0, semiconductor 12.0
acceptors 1.0e+17 cm^-3, intrinsic density 1.0e+10 cm^-3
oxide capacitance 177.1 nF/cm^2
One sheet of 1.0e+12 cm^-2, Poisson solution:
   1.0 nm from gate: shift -0.0452 V
   5.0 nm from gate: shift -0.2262 V
  10.0 nm from gate: shift -0.4524 V
  15.0 nm from gate: shift -0.6786 V
  20.0 nm from gate: shift -0.9048 V
  extrapolated to the gate: 0.0000 V
Equal moments: total, equivalent (1e12 cm^-2), shift (V), gate field
  interface 1.000 1.000 -0.9048 -0.0452 V/nm
  middle    2.000 1.000 -0.9048 -0.0905 V/nm
  uniform   2.000 1.000 -0.9048 -0.0905 V/nm
  ramp      3.000 1.000 -0.9047 -0.1357 V/nm
  shift from the moment formula: -0.9048 V
Largest relative C-V difference from the charge-free curve:
  after the common shift 1.5e-05, without it 1.38
Capacitance (nF/cm^2) at gate voltages -1.5, -0.8, -0.2 V:
  no charge  171.1  166.8  154.9
  interface  164.3  138.3   94.6
  middle     164.3  138.3   94.6
  uniform    164.3  138.3   94.6
  ramp       164.3  138.3   94.6
Mixed signs: net charge (1e12 cm^-2), shift (V), gate field (V/nm)
  no shift  1.000 0.0000 -0.0452
  no net    0.000 -0.4524 0.0000
Oxide thinned from the gate side to 15.0 nm:
  interface shift -0.6786 V
  middle    shift -0.4524 V
  uniform   shift -0.5089 V
  ramp      shift -0.3817 V
Ramp, from shifts at 9.5, 10.0, 10.5 nm remaining:
  remaining charge: found 7.506e+11, true 7.500e+11 cm^-2
  density at gate plane: found 1.500e+18, true 1.500e+18 cm^-3
Two 10 nm layers, permittivity 20.0 (gate side) and 4.0:
  interface shift -0.5429 V
  middle    shift -0.1810 V
```
